# Final temperature of a cold Debye crystal after an energy deposit

## Problem

A collision cascade leaves part of an ion's energy in a crystal as lattice vibration. In a simulation with a closed periodic cell this energy stays in the cell and finally spreads over all vibrations. Consider such a cell with 100 000 atoms, initially at absolute zero, which receives 1000 eV of vibrational energy, or $\varepsilon=0.01$ eV per atom. Describe the crystal by the Debye model with Debye temperature $\theta=645$ K, a value in the regime of silicon.

(a) Find the final temperature $T_{\rm cl}$ if the atoms obey classical mechanics and start at rest in a harmonic lattice.

(b) Derive the equation for the final temperature $T$ of the quantum crystal. Show that it has one solution and that $T>T_{\rm cl}$ for every $\varepsilon>0$.

(c) Enclose $T$ between two bounds that need no numerical integration.

(d) Show that $T$ is about 179 K.

(e) Explain the difference from the classical result, and examine the limits of small and large $\varepsilon$.

(f) Estimate how far the main omissions of the model move the result for a silicon-like crystal, and say what changes if the crystal starts at 300 K.

**Assumptions.** The volume is fixed. The energy $\varepsilon$ is what ends in vibrations; energy lost to electrons or stored in defects has already been subtracted. The vibrations are harmonic, apart from a weak coupling that lets them reach equilibrium but holds negligible energy itself. Temperatures are in kelvin and energies in eV, with $k=8.617333\times10^{-5}$ eV/K.

## Solution

### (a) The classical crystal

A harmonic crystal of $N$ atoms has $3N$ normal modes. Three of them are uniform translations, which are negligible in number for large $N$. The energy of each mode is a sum of two squares, one in the momentum and one in the displacement. For a term $as^2$ with $a>0$, let $\beta=1/(kT)$ and define

$$Z(\beta)=\int_{-\infty}^{\infty}e^{-\beta a s^2}\,ds=\sqrt{\frac{\pi}{\beta a}} .$$

Differentiating $\ln Z$ with respect to $\beta$ brings down a factor $-as^2$, so the thermal mean is

$$\langle as^2\rangle=-\frac{d\ln Z}{d\beta}=\frac{1}{2\beta}=\frac{kT}{2}.$$

The result does not depend on $a$, and hence not on the frequency. Each mode holds $kT/2$ of kinetic and $kT/2$ of potential energy, and there are three modes per atom. Therefore

$$\varepsilon=3kT_{\rm cl},\qquad T_{\rm cl}=\frac{\varepsilon}{3k}=\frac{116.05\ \text{K}}{3}=38.7\ \text{K}.$$

This is also what the kinetic energy of the atoms shows in a classical simulation: half of the deposited energy has become potential energy.

### (b) The quantum crystal

**One mode.** A mode of angular frequency $\omega$ has levels $n\hbar\omega$ above its ground state, with $n=0,1,2,\dots$ The geometric series gives

$$Z=\sum_{n=0}^{\infty}e^{-n\beta\hbar\omega}=\frac{1}{1-e^{-\beta\hbar\omega}},$$

and the mean energy above the ground state is

$$-\frac{d\ln Z}{d\beta}=\frac{\hbar\omega\,e^{-\beta\hbar\omega}}{1-e^{-\beta\hbar\omega}}=\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}.$$

The zero-point energy $\hbar\omega/2$ is present before and after the deposit. It cancels from the energy balance, because the frequencies do not change at fixed volume in a harmonic crystal.

**Counting modes.** In a periodic box of volume $V$ the wavevectors have density $V/(2\pi)^3$. The Debye model puts $N$ wavevectors in a sphere of radius $k_D$, with three vibrations for each, all obeying $\omega=vq$, where $q$ is the length of the wavevector. With $n_a=N/V$,

$$\frac{V}{8\pi^3}\,\frac{4\pi k_D^3}{3}=N\quad\Rightarrow\quad k_D=(6\pi^2n_a)^{1/3}.$$

The highest frequency is $\omega_D=vk_D$, and the Debye temperature is defined by $k\theta=\hbar\omega_D$. The number of modes per atom below $\omega$ is $3(\omega/\omega_D)^3$, since the volume of a sphere grows as the cube of its radius. Its derivative is the density of modes per atom,

$$g(\omega)=\frac{9\omega^2}{\omega_D^3},\qquad 0<\omega<\omega_D .$$

**Energy balance.** The thermal energy per atom is

$$u(T)=\int_0^{\omega_D}\frac{9\omega^2}{\omega_D^3}\,\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}\,d\omega .$$

Substitute $t=\hbar\omega/(kT)$. Then $\omega/\omega_D=tT/\theta$, $d\omega/\omega_D=(T/\theta)\,dt$ and $\hbar\omega=kTt$. The upper limit becomes $x=\theta/T$, and

$$u(T)=9kT\left(\frac{T}{\theta}\right)^3\int_0^x\frac{t^3}{e^t-1}\,dt=3kT\,D(x),\qquad D(x)=\frac{3}{x^3}\int_0^x\frac{t^3}{e^t-1}\,dt .$$

The final temperature is the solution of

$$\varepsilon=3kT\,D(\theta/T).\tag{1}$$

**One solution.** When $T$ rises, $e^{\hbar\omega/kT}$ falls, so the energy of every mode rises. Thus $u(T)$ increases steadily. It starts from zero at $T=0$ and grows without limit, so it passes each positive value $\varepsilon$ once.

**The quantum crystal is hotter.** Insert $\varepsilon=3kT_{\rm cl}$ in (1):

$$\frac{T}{T_{\rm cl}}=\frac{1}{D(\theta/T)}.\tag{2}$$

For $t>0$ we have $e^t>1+t$, hence $t/(e^t-1)<1$. Writing the integrand of $D$ as $t^2\cdot t/(e^t-1)$ gives

$$D(x)<\frac{3}{x^3}\int_0^xt^2\,dt=1,$$

and therefore $T>T_{\rm cl}$.

### (c) Two bounds

**Lower bound.** The integrand is positive, so extending the integral to infinity makes it larger. Since $1/(e^t-1)=\sum_{m\ge1}e^{-mt}$,

$$\int_0^\infty\frac{t^3}{e^t-1}\,dt=\sum_{m=1}^\infty\int_0^\infty t^3e^{-mt}\,dt=\sum_{m=1}^\infty\frac{6}{m^4}=6\cdot\frac{\pi^4}{90}=\frac{\pi^4}{15}.$$

Thus $\varepsilon<9k(T^4/\theta^3)(\pi^4/15)=3\pi^4kT^4/(5\theta^3)$, or

$$T>\left(\frac{5\,\varepsilon\,\theta^3}{3\pi^4k}\right)^{1/4}=151.9\ \text{K}.$$

**Upper bound.** For $y>0$, $\tanh y<y$, so $y\coth y>1$. With $y=t/2$,

$$\frac t2\coth\frac t2=\frac t2\,\frac{e^t+1}{e^t-1}=\frac t2+\frac{t}{e^t-1}>1 .$$

In physical terms, a quantum oscillator with its zero-point energy included has more energy than a classical one at the same temperature. It follows that $t/(e^t-1)>1-t/2$, and

$$D(x)>\frac{3}{x^3}\int_0^x\left(t^2-\frac{t^3}{2}\right)dt=\frac{3}{x^3}\left(\frac{x^3}{3}-\frac{x^4}{8}\right)=1-\frac{3x}{8}.$$

With (1) and $x=\theta/T$ this gives $\varepsilon>3kT-\tfrac98k\theta$, so

$$T<T_{\rm cl}+\tfrac38\theta=38.7\ \text{K}+241.9\ \text{K}=280.6\ \text{K}.$$

The lower bound alone already puts the quantum temperature at more than three times the classical one.

### (d) The temperature

Split the integral as $\int_0^x=\int_0^\infty-\int_x^\infty$ and expand $1/(e^t-1)$ again. For $I_j=\int_x^\infty t^je^{-mt}\,dt$, integration by parts gives

$$I_j=\frac{x^j}{m}e^{-mx}+\frac jm I_{j-1},\qquad I_0=\frac{e^{-mx}}{m}.$$

Applying this for $j=1,2,3$ in turn yields

$$\int_0^x\frac{t^3}{e^t-1}\,dt=\frac{\pi^4}{15}-\sum_{m=1}^\infty e^{-mx}\left(\frac{x^3}{m}+\frac{3x^2}{m^2}+\frac{6x}{m^3}+\frac{6}{m^4}\right).\tag{3}$$

Take 180 K, which lies between the bounds, as a trial temperature. Then $x=645/180=3.58333$, and the first three terms of the sum are 3.11257, 0.02756 and 0.00044. Each further term is smaller than its predecessor by at least the factor $e^{-x}\approx0.03$, so the rest of the sum is about $10^{-5}$ and can be dropped. Hence

$$\int_0^x\frac{t^3}{e^t-1}\,dt=6.49394-3.14057=3.35337,\qquad D=\frac{3\times3.35337}{(3.58333)^3}=0.21865 .$$

The thermal energy at 180 K is $3k(180\ \text{K})D=0.010174$ eV, slightly more than was supplied. The trial temperature is a little too high.

To correct it we need the heat capacity $C=du/dT$. Let $J(x)$ be the integral in (3), so that $u=9kT^4J/\theta^3$. Since $dx/dT=-\theta/T^2$,

$$C=\frac{36kT^3}{\theta^3}J-\frac{9kT^4}{\theta^3}\,\frac{x^3}{e^x-1}\,\frac{\theta}{T^2}.$$

The first term is $36kJ/x^3=12kD$. In the second, $T^4x^3/\theta^3=T$ and $T\theta/T^2=x$, which leaves $9kx/(e^x-1)$. Therefore

$$\frac{C}{3k}=4D(x)-\frac{3x}{e^x-1}.$$

At 180 K this is $0.8746-0.3072=0.5674$. One Newton step, with energies divided by $3k$, gives

$$T\approx180\ \text{K}-\frac{(180\times0.21865-38.68)\ \text{K}}{0.5674}=180\ \text{K}-1.2\ \text{K}=178.8\ \text{K}.$$

A numerical solution of (1) also gives 178.81 K. The integral over frequencies can be avoided altogether by adding the energies of individual modes. With the 267 760 nonzero wavevectors of a cubic grid that lie within 40 grid spacings of the origin, the energy balance gives 178.76 K. The temperature is thus

$$T\approx179\ \text{K},\qquad \frac{T}{T_{\rm cl}}=4.62 .$$

### (e) Origin of the difference, and two limits

At the final temperature $x=3.607$ and $D=0.216$. By (2), $D$ is the mean energy of a mode divided by the classical value $kT$. The modes hold on average about one fifth of what equipartition would give them, so the temperature must be nearly five times higher for the same total energy.

The reason is the size of the quanta. The fraction of modes with $\hbar\omega>kT$ is

$$1-\left(\frac T\theta\right)^3=0.979 ,$$

and the highest mode holds $x/(e^x-1)=0.10$ of $kT$. Each of these stiff modes holds between $0.58\,kT$ (at $\hbar\omega=kT$) and $0.10\,kT$, well below the classical value, yet together they hold most of the energy. The remaining 2.1 % of the modes hold less than $kT$ each, so their share of the energy is below $0.021/0.216$, or about 10 %.

**Small deposits.** When $T\ll\theta$, the sum in (3) is exponentially small and the lower bound becomes the leading approximation:

$$T\simeq\left(\frac{5\,\varepsilon\,\theta^3}{3\pi^4k}\right)^{1/4}.$$

Since $T_{\rm cl}\propto\varepsilon$, the ratio $T/T_{\rm cl}$ grows as $\varepsilon^{-3/4}$ when the deposit is reduced. This law belongs to the continuous spectrum. In the cell of 100 000 atoms the lowest quantum is 22 K (part (f)), and the law fails below roughly $10^{-7}$ eV per atom, where the whole cell holds only a few quanta. The classical prediction has the wrong power of the energy. At 0.01 eV per atom the crystal is already outside this limit, since the formula gives 152 K instead of 179 K.

**Large deposits.** For $T\gg\theta$ use $t/(e^t-1)=1-t/2+t^2/12-\dots$, which gives

$$D(x)=1-\frac{3x}{8}+\frac{x^2}{20}-\dots,\qquad T-T_{\rm cl}=T(1-D)=\frac{3\theta}{8}-\frac{\theta^2}{20T}+\dots$$

The ratio tends to one, but the difference does not vanish: it tends to $3\theta/8$, or 242 K. On the way up from absolute zero the quantum crystal has a smaller heat capacity than the classical one, so it needs less energy to reach the same high temperature. In the harmonic model this saving remains however large the deposit is. A silicon crystal melts near 1690 K, where the model gives a difference of about 230 K, so the limit itself lies beyond the range of the solid.

The offset equals the zero-point energy, $\tfrac98k\theta=0.0625$ eV per atom, divided by $3k$. This suggests giving the classical atoms the zero-point energy as initial heat. At large deposits that is a good correction. Here it gives $(\varepsilon+\tfrac98k\theta)/(3k)=280.6$ K, the upper bound of part (c), which is about 100 K too hot. The zero-point energy is six times the deposit, and classical mechanics treats it as heat that can be shared freely.

### (f) The model beside a real crystal

**Silicon's spectrum.** The value 645 K roughly describes silicon's heat capacity near absolute zero, where long sound waves dominate. At higher temperatures the short transverse acoustic waves matter, and their frequencies lie well below the Debye line. For a rough estimate, replace the spectrum by three equal groups, one mode per atom each, at 4.5, 11 and 14.5 THz. In temperature units $h\nu/k$ these are 216, 528 and 696 K. The balance

$$\sum_{i=1}^{3}\frac{h\nu_i}{e^{h\nu_i/kT}-1}=\varepsilon$$

gives 167 K, about 12 K below the Debye result. Soft modes take up energy more readily and so lower the temperature. The groups omit long sound waves and the width of each band, so the shift is an estimate of size. The temperature remains more than four times the classical one.

**Stored energy.** If the 1000 eV were the total energy given to the atoms, part of it would remain in defects. As an illustration, twenty defect pairs at an assumed 4 eV each would store 80 eV. The remaining 920 eV heats the Debye crystal to 173 K. A well-separated vacancy and interstitial in silicon cost more than this; with 8 eV per pair the temperature would be 167 K.

**Stiffness and expansion.** A lattice that is slightly softer from the start, with $\theta$ lower by 1 %, reaches 177.7 K with the same deposit. For thermal expansion, the thermodynamic relation per atom is $C_p-C_V=9\alpha^2BT/n_a$. With a rough bulk modulus $B=100$ GPa, a rough atomic density $n_a=50$ nm⁻³ and an upper size for the linear expansion coefficient, $\alpha=3\times10^{-6}$ K⁻¹, the difference is only about 0.1 % of $C_V$ at the final temperature. Both effects are small beside that of the spectrum.

**Size of the cell.** At this density the cell has a side of 12.6 nm and $k_D=14.36$ nm⁻¹. Its longest waves have $q=2\pi/(12.6\ \text{nm})$, so their quantum in temperature units is

$$\theta\,\frac{q}{k_D}=22.4\ \text{K}.$$

This is about one eighth of the final temperature, so the gap below the lowest mode does not suppress its excitation strongly.

**An open crystal.** In a wafer the heated atoms are surrounded by cold ones. A sphere with the same 100 000 atoms has a radius of 7.82 nm. The Debye sound speed is $v=k\theta/(\hbar k_D)\approx5900$ m/s, and sound crosses the radius in about 1.3 ps. Energy near the surface of the sphere can start to leave at once, and energy carried by sound from the centre can reach the surface within picoseconds. The model says nothing about how quickly the modes exchange energy, so it does not establish that the region has a common temperature before it cools. The 179 K belongs to a closed cell after equilibration.

**Starting at 300 K.** If the crystal starts at 300 K instead of absolute zero, the balance is

$$u(300\ \text{K}+\Delta T)-u(300\ \text{K})=\varepsilon .$$

With the same Debye temperature and deposit, $\Delta T=46.9$ K, while the classical rise is still 38.7 K. The quantum rise exceeds the classical one by about 21 %, compared with a factor of 4.62 from absolute zero. At 300 K most of the classical heat capacity is available. For a classical cascade simulation with this deposit, the choice of starting temperature thus decides whether the temperature rise is moderately wrong or wrong by a large factor.

The values used here are collected in the numerical output below.

## Table of computed values

```
Debye temperature: 645 K
added energy per atom: 0.01 eV
Boltzmann constant: 8.617333e-05 eV/K
added energy / k: 116.05 K
classical temperature: 38.68 K
quantum temperature, Debye integral: 178.81 K
quantum temperature, mode sum: 178.76 K
wavevectors in mode sum: 267760
ratio quantum/classical: 4.62
lower bound on temperature: 151.9 K
upper bound on temperature: 280.6 K
zero-point energy per atom: 0.0625 eV
trial temperature: 180 K
x at trial: 3.58333
pi^4/15: 6.49394
tail term 1: 3.11257
tail term 2: 0.02756
tail term 3: 0.00044
integral at trial: 3.35337
D at trial: 0.21865
energy at trial: 0.010174 eV
C/(3k) at trial: 0.5674
temperature after Newton step: 178.81 K
x at final temperature: 3.6072
D at final temperature: 0.2163
fraction of modes above kT: 0.9787
top mode energy / kT: 0.1006
atoms in cell: 100000
energy given to cell: 1000 eV
atomic density (rough): 50 nm^-3
cell side: 12.60 nm
Debye wavevector: 14.36 nm^-1
Debye sound speed: 5881 m/s
lowest cell mode / k: 22.4 K
radius of sphere with same atoms: 7.82 nm
sound crossing time of radius: 1.33 ps
mode groups (rough): 4.5 11.0 14.5 THz
mode groups / k: 216 528 696 K
temperature with mode groups: 167.0 K
defect pairs: 20, energy each: 4 eV
stored defect energy: 80 eV
temperature with defects: 173.2 K
temperature, theta 1 % lower: 177.70 K
expansion coefficient (rough): 3e-06 1/K
bulk modulus (rough): 100 GPa
(Cp-Cv)/Cv: 0.124 %
warm start: 300 K
quantum rise from warm start: 46.9 K
```
